# Slater integrals F2 and F4 of a d shell from Hund's J

**Question**

I am setting up a Hubbard-corrected calculation for bcc iron, as a first step towards the electrodes of a magnetic memory cell. I have a Hund exchange $J=0.9$ eV for the 3d shell and the ratio $F^4/F^2=0.625$. The code wants the Slater integrals $F^2$ and $F^4$ separately.

I assumed that $J$ is the average exchange integral between two different d orbitals, using the real orbitals $xy$, $yz$, $z^2$, $xz$, $x^2-y^2$. That gave me $F^2\approx10.9$ eV and $F^4\approx6.8$ eV. But my notes contain the relation $J=(F^2+F^4)/14$, without a derivation, and it does not agree with my average. Where does the 14 come from, which values should I enter, and how far can I trust the ratio?

**Answer**

Your average and your notes use two different definitions of $J$. The factor 14 belongs to the following one, so first check that your code and the source of your 0.9 eV both use it.

**Definitions**

Let the five d orbitals share one radial function, $\phi_m(\mathbf r)=R(r)Y_m(\Omega)$, and let $v=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. The direct and exchange integrals are

$$U_{mm'}=\iint|\phi_m(\mathbf r)|^2\,v\,|\phi_{m'}(\mathbf r')|^2\,d^3r\,d^3r',$$

$$J_{mm'}=\iint\phi_m^*(\mathbf r)\phi_{m'}(\mathbf r)\,v\,\phi_{m'}^*(\mathbf r')\phi_m(\mathbf r')\,d^3r\,d^3r'.$$

Two electrons of opposite spin in orbitals $m$ and $m'$ have the mean repulsion $U_{mm'}$. Two electrons of parallel spin must occupy different orbitals, and their repulsion is $U_{mm'}-J_{mm'}$. Averaging each case over the shell defines $U$ and $J$:

$$U=\frac1{25}\sum_{m,m'}U_{mm'},\qquad U-J=\frac1{20}\sum_{m\ne m'}(U_{mm'}-J_{mm'}).$$

So $J$ is the difference between two averages taken over different sets of pairs. It is not the average of $J_{mm'}$ over $m\ne m'$.

**Reduction to three radial integrals**

With $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$,

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. Every Coulomb integral is then a sum over $k$ of an angular number times

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{r_<^k}{r_>^{k+1}}R(r)^2R(r')^2r^2r'^2\,dr\,dr'.$$

The superscript is a label, not a power. A product of two d harmonics is even under inversion and has degree at most 4, so it contains spherical harmonics of degree 0, 2 and 4 only. Orthogonality removes every other $k$.

**Average direct integral**

The filled shell is spherical: $\sum_m|Y_m|^2=5/4\pi$. The angular factor of $F^k$ in $\sum_{mm'}U_{mm'}$ is therefore

$$\left(\frac5{4\pi}\right)^2\iint P_k(\cos\gamma)\,d\Omega\,d\Omega',$$

which is 25 for $k=0$ and zero for $k=2,4$. Hence $\sum_{mm'}U_{mm'}=25F^0$ and $U=F^0$.

**Sum of the exchange integrals**

Include $m=m'$ for the moment. The addition theorem, $\sum_mY_m^*(\Omega)Y_m(\Omega')=(5/4\pi)P_2(\cos\gamma)$, applies once to the sum over $m$ and once to the sum over $m'$. The angular factor of $F^k$ is

$$B_k=\left(\frac5{4\pi}\right)^2\iint P_2^2P_k\,d\Omega\,d\Omega'
=\frac{25}{16\pi^2}(4\pi)(2\pi)\int_{-1}^1P_2(x)^2P_k(x)\,dx
=\frac{25}2\int_{-1}^1P_2^2P_k\,dx.$$

The factor $4\pi$ comes from the direction of $\mathbf r$, and $2\pi$ from the azimuth of $\mathbf r'$ about it. Now use

$$P_2^2=\frac{9x^4-6x^2+1}4=\frac15+\frac27P_2+\frac{18}{35}P_4,\qquad\int_{-1}^1P_k^2\,dx=\frac2{2k+1}.$$

This gives

$$B_0=\frac{25}2\cdot\frac15\cdot2=5,\qquad
B_2=\frac{25}2\cdot\frac27\cdot\frac25=\frac{10}7,\qquad
B_4=\frac{25}2\cdot\frac{18}{35}\cdot\frac29=\frac{10}7.$$

The equality of $B_2$ and $B_4$ is why $F^2$ and $F^4$ enter $J$ with the same weight.

**The factor 14**

For $m=m'$ the two definitions coincide, $U_{mm}=J_{mm}$. The diagonal terms cancel in $U_{mm'}-J_{mm'}$, so the sum over different orbitals may be extended to all pairs:

$$U-J=\frac1{20}\left[25F^0-5F^0-\frac{10}7(F^2+F^4)\right]=F^0-\frac{F^2+F^4}{14}.$$

Since $U=F^0$,

$$\boxed{J=\frac{F^2+F^4}{14}}$$

Both full sums depend only on the shell as a whole, so this $J$ is the same for real and complex d orbitals.

**Your numbers**

Write $r=F^4/F^2$. Then $14J=F^2(1+r)$, and

$$F^2=\frac{14J}{1+r}=\frac{14\times0.9}{1.625}\ \text{eV}=\frac{12.6}{1.625}\ \text{eV}=7.75\ \text{eV},$$

$$F^4=rF^2=0.625\times7.754\ \text{eV}=4.85\ \text{eV}.$$

In SI units these are $1.242\times10^{-18}$ J and $0.776\times10^{-18}$ J. Putting the rounded values back gives $(7.75+4.85)/14=0.900$ eV. The two decimals express the conversion of the given inputs; $J$ itself is not known that well for iron. Note also that $J$ says nothing about $F^0$, which you must supply separately as $U$.

**What your average measures**

For your average, the diagonal terms must be removed from the exchange sum. Take the $z^2$ orbital, whose angular density is $(5/4\pi)P_2(\cos\theta)^2$. Let $c_k$ be the coefficients in the expansion of $P_2^2$ above. Integrating $P_k(\cos\gamma)P_k(\cos\theta')$ over $\Omega'$ gives $4\pi P_k(\cos\theta)/(2k+1)$, and the remaining integral of $P_k(\cos\theta)^2$ gives another $4\pi/(2k+1)$. The factor of $F^k$ in $U_{mm}$ is thus

$$\left(\frac5{4\pi}\right)^2c_k^2\left(\frac{4\pi}{2k+1}\right)^2=\frac{25c_k^2}{(2k+1)^2}.$$

It equals 1 for $k=0$. With $c_2=2/7$ and $c_4=18/35$ it equals $4/49$ for both $k=2$ and $k=4$.

The other four real orbitals have the same self-repulsion. A real d orbital corresponds to a symmetric traceless $3\times3$ matrix $Q$, and its self-repulsion is a rotation-invariant polynomial of fourth degree in $Q$. The invariants of such a matrix are built from $\mathrm{tr}\,Q^2$ and $\mathrm{tr}\,Q^3$, so the one possibility at fourth degree is $(\mathrm{tr}\,Q^2)^2$, which normalization fixes.

The average over different real orbitals is therefore

$$\bar J_{\rm real}=\frac1{20}\left[5F^0+\frac{10}7(F^2+F^4)-5F^0-\frac{20}{49}(F^2+F^4)\right]=\frac5{98}(F^2+F^4)=\frac57J.$$

For $J=0.9$ eV it is 0.643 eV. By setting this average to 0.9 eV, you raised both Slater integrals by the factor $7/5$, to 10.86 and 6.78 eV. If your source really quotes the average over real orbitals, those are the right integrals, and the $J$ to enter under the definition above is $1.4\times0.9=1.26$ eV.

The plain average also depends on the orbital basis: with complex orbitals and the same $F^2,F^4$ it is 0.751 eV. Even within the real set, one number hides a large spread. Exchange is 0.80 eV between $z^2$ and $x^2-y^2$, 0.69 eV between $xy$ and $yz$, and 0.38 eV between $xy$ and $x^2-y^2$.

**How much the ratio matters**

At fixed $J$ the sum $F^2+F^4$ stays at 12.6 eV, and the ratio merely divides it. Differentiation gives

$$\frac{dF^2}{dr}=-\frac{14J}{(1+r)^2}=-\frac{12.6}{1.625^2}\ \text{eV}=-4.8\ \text{eV},$$

and the opposite sign for $F^4$. A change of 0.025 in $r$ thus moves each integral by about 0.12 eV. Direct evaluation gives $F^2=7.88$ eV at $r=0.60$ and 7.64 eV at $r=0.65$.

There is also a general limit for the unscreened Coulomb interaction. Since $r_<^4/r_>^5=(r_</r_>)^2\,r_<^2/r_>^3$, the integrand of $F^4$ is never larger than that of $F^2$, whatever $R(r)$ is. Hence $F^4/F^2<1$.

For a lower limit, let $r$ again be the distance from the nucleus and use the logarithmic variable $t=\ln r$, in which

$$\frac{r_<^k}{r_>^{k+1}}=\frac{e^{-a|t-t'|}}{\sqrt{rr'}},\qquad a=k+\tfrac12.$$

The Fourier transform of $e^{-a|t|}$ is $2a/(a^2+\omega^2)$, so $F^k$ is an integral over $\omega$ of this function times a non-negative weight that does not depend on $k$. The transform for $k=4$ divided by that for $k=2$ is

$$\frac95\,\frac{25/4+\omega^2}{81/4+\omega^2}\ge\frac59,$$

with equality only at $\omega=0$. Together the two limits give $5/9<F^4/F^2<1$ and $7J<F^2<9J$. For $J=0.9$ eV this means between 6.3 and 8.1 eV, provided that screening does not push the ratio outside these limits.

**Comparison with iron**

The value 0.9 eV is a rough typical screened $J$ for the 3d shell of bcc iron. For scale, I computed a free Fe atom with nonrelativistic unrestricted Hartree-Fock in the def2-TZVP basis, spreading the minority-spin d electrons evenly over the five d orbitals. The majority-spin 3d orbital gives these bare integrals:

| Configuration | $F^2$ (eV) | $F^4$ (eV) | $J$ (eV) | $F^4/F^2$ |
|---|---:|---:|---:|---:|
| $3d^7 4s^1$ | 10.90 | 6.77 | 1.26 | 0.621 |
| $3d^6 4s^2$ | 11.46 | 7.15 | 1.33 | 0.623 |

The ratio 0.625 therefore suits the majority-spin orbital in both configurations. Using 0.621 with your $J$ gives 7.77 and 4.83 eV, a shift of about 0.02 eV. With the s, p and d functions of the larger def2-QZVPP basis, the majority-spin $F^2$ and $F^4$ in the table rise by up to 0.11 and 0.07 eV, while their ratio changes by less than 0.001. A still larger, uncontracted even-tempered basis (25 s, 17 p and 15 d functions) raises them by up to 0.22 and 0.15 eV above the table, again with the ratio stable to 0.001. So the integrals in the table are converged to about 0.2 eV only, and their ratio much better.

The minority-spin orbital is much more diffuse in this calculation and has a ratio between 0.59 and 0.60, which with your $J$ would give about 7.9 and 4.7 eV. Its orbital energy in def2-TZVP is positive (+1.4 and +1.8 eV), so it is not a bound orbital and the basis sets its extent: its $F^2$ falls from 5.1–5.5 eV to 3.1–3.7 eV in the even-tempered basis, where the ratio is 0.59. The even spreading exaggerates the difference between the spins. With two minority d electrons, each feels a repulsion of about $1.5F^0$ from its own spin shell, instead of, on average, about $0.95F^0$ from the one other electron. Placing whole electrons in single minority orbitals raises the minority ratio to between 0.61 and 0.62, and lowers the majority-spin $F^2$ and $F^4$ by roughly 3 to 12%, depending on the configuration and the orbitals. These states lie about 7 to 10 eV lower in energy than the evenly spread ones, and their majority ratio is 0.616 to 0.622, which with your $J$ gives $F^2$ between 7.77 and 7.80 eV. So read the table as a scale and not as reference data. The calculation omits correlation, relativity and the crystal, so it supports the ratio for a bare atomic orbital and does not determine the screened integrals of the metal.

In the metal, two assumptions deserve attention:

- **Equal screening of $F^2$ and $F^4$.** Keeping the atomic ratio while lowering $J$ means reducing both integrals by the same factor. As a deliberately extreme alternative, leave $F^4$ at its bare $3d^7 4s^1$ value of 6.77 eV and let $F^2$ alone fall until $J=0.9$ eV. Then $F^2=5.83$ eV, 25% below 7.75 eV, and the ratio is 1.16. No bare Coulomb interaction can give a ratio above 1, so this case would require a screened interaction with a different dependence on distance. It shows how weakly $J$ alone constrains the two integrals; it is not an estimate for iron. A simple screened interaction also changes the ratio. If the Coulomb interaction is multiplied by $e^{-\kappa|\mathbf r-\mathbf r'|}$, with $\kappa$ chosen so that the same atomic orbital gives $J=0.9$ eV, then $F^2$ is about 7.0 eV, $F^4$ about 5.6 eV and the ratio about 0.8. This too is a model and not a calculation for the metal, but it shows that the atomic ratio need not survive screening.
- **One radial function for all five orbitals.** In a cubic crystal the $e_g$ orbitals ($z^2$, $x^2-y^2$) and the $t_{2g}$ orbitals ($xy$, $yz$, $xz$) may differ in extent. Stretching an orbital by a factor $s$ replaces $R(r)$ by $s^{-3/2}R(r/s)$. Substituting $r=sx$ in the integral shows that every $F^k$ is divided by $s$. If screening multiplies these bare integrals by a fixed factor, stretching the whole shell by 5% lowers $J$ from 0.90 to 0.86 eV. A real difference between the two groups would need separate integrals for each pair of radial functions.

So if your 0.9 eV follows the definition at the top, enter $F^2=7.75$ eV and $F^4=4.85$ eV. If your results depend on the orbital order or on small multiplet splittings, repeat them with another ratio at the same $J$, because those quantities can respond to $F^2$ and $F^4$ separately. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Input J = 0.900 eV
Input F4/F2 = 0.625 (no unit)
Angular factor of F2 in J = 0.071429 (no unit)
Angular factor of F4 in J = 0.071429 (no unit)
Sum F2 + F4 = 12.600 eV
F2 = 7.7538 eV = 1.2423 x 1e-18 J
F4 = 4.8462 eV = 0.7764 x 1e-18 J
J from rounded F2, F4 = 0.9000 eV
Ratio of rounded F4, F2 = 0.6258 (no unit)
Exchange integrals between cubic orbitals:
  J(xy, yz) = 0.6945 eV
  J(z2, x2-y2) = 0.7978 eV
  J(xy, x2-y2) = 0.3846 eV
  J(yz, x2-y2) = 0.6945 eV
  J(xy, z2) = 0.7978 eV
  J(yz, z2) = 0.4879 eV
Mean off-diagonal exchange, cubic = 0.6429 eV
Mean off-diagonal exchange, complex = 0.7508 eV
If 0.9 eV were the cubic mean instead:
  F2 = 10.855 eV, F4 = 6.785 eV
Sensitivity to the ratio at fixed J:
  F4/F2 = 0.60: F2 = 7.875 eV, F4 = 4.725 eV
  F4/F2 = 0.65: F2 = 7.636 eV, F4 = 4.964 eV
Free Fe atom 3d7 4s1, UHF/def2-TZVP, majority 3d:
  F0 = 23.700 eV, F2 = 10.903 eV, F4 = 6.772 eV
  J = 1.2625 eV, F4/F2 = 0.6211 (no unit)
Free Fe atom 3d6 4s2, UHF/def2-TZVP, majority 3d:
  F0 = 24.629 eV, F2 = 11.463 eV, F4 = 7.146 eV
  J = 1.3292 eV, F4/F2 = 0.6234 (no unit)
With J = 0.9 eV and the 3d7 4s1 atomic ratio:
  F2 = 7.772 eV, F4 = 4.828 eV
Extreme unequal screening (F4 bare, F2 alone reduced):
  F2 = 5.828 eV, F4 = 6.772 eV
  F4/F2 = 1.162 (no unit)
Orbital stretch chosen = 5.0 %
J after this stretch = 0.8571 eV
```
